# Edge-induced Hall response of a collinear four-point probe

Four point contacts stand in a row on an aluminium film 20 nm thick, 10 µm apart and 5 µm from a straight insulating edge parallel to the row, in a perpendicular field of 1 T. With current through contacts 1 and 3 and voltage read between 2 and 4, the calculated resistance is 0.605240 Ω. With the two pairs exchanged it is 0.606458 Ω. The film, the contacts and the field are the same in both cases, yet the values differ by 1.218 mΩ. On a sheet without edges the difference would be zero. The theorem below explains both statements and gives the size of the difference.

## Setting and assumptions

The sheet is thin, uniform and isotropic, and transport in it is local. The field is $\mathbf B=B\hat z$. Let $\mathbf J$ be the current per unit width, $n_s$ the number of carriers per area, $q$ their charge and $\tau$ their relaxation time. In the steady state the force on a carrier balances its friction; in Gaussian units

$$q\left(\mathbf E+\frac{\mathbf v\times\mathbf B}{c}\right)=\frac{m\mathbf v}{\tau},\qquad \mathbf J=n_sq\mathbf v .$$

Solving for $\mathbf E$ and using $\mathbf J\times\hat z=-\hat z\times\mathbf J$ gives

$$\mathbf E=R_0\mathbf J+R_H\,\hat z\times\mathbf J,\qquad R_0=\frac{m}{n_sq^2\tau},\quad R_H=\frac{B}{n_sqc}. \tag{1}$$

In SI units $R_H=B/(n_sq)$. It is negative for electrons when $B>0$. What follows needs the linear law (1) with $R_0$ even and $R_H$ odd in $B$; the Drude expressions enter the numerical example alone. Put $t=R_H/R_0$.

Contacts are points. A wiring is written $(a\to b;\,c,d)$: current $I$ enters at $a$ and leaves at $b$, and the resistance is $(\Phi_c-\Phi_d)/I$. "Hall response" means the part of this resistance that is odd in $B$. The definition matters, because a part even in $B$ survives on an infinite sheet.

## The theorem

**Theorem.** Under these assumptions:

(i) On an infinite sheet, the four-point resistance has no part odd in $B$, for any positions of the four contacts.

(ii) On a sheet filling $y>0$ with an insulating edge at $y=0$, the potential at $P$ per unit current injected at $Q$ is, up to a constant that cancels between source and drain,

$$Z(P,Q)=-\frac{R_0}{2\pi}\Big[(1+t^2)\ln|P-Q|+(1-t^2)\ln|P-Q'|\Big]+\frac{R_H}{\pi}\arctan\frac{x_P-x_Q}{y_P+y_Q}, \tag{2}$$

where $Q'=(x_Q,-y_Q)$ is the mirror point of $Q$.

(iii) For contacts 1, 2, 3, 4 in order of increasing $x$, with spacing $s$ and common distance $y_0$ from the edge, the wiring $(1\to3;2,4)$ has the odd part

$$R_B^{\rm odd}=\frac{R_H}{\pi}\left[3\arctan\frac{s}{2y_0}-\arctan\frac{3s}{2y_0}\right], \tag{3}$$

while the usual wiring $(1\to4;2,3)$ has none.

(iv) If the line of contacts is perpendicular to the edge, no wiring has an odd part.

An edge is therefore necessary for a Hall response but not sufficient: the wiring and the orientation decide.

## Three lemmas

**Lemma 1 (conductivity).** Equation (1) is equivalent to

$$\mathbf J=\sigma_s\mathbf E-\sigma_H\,\hat z\times\mathbf E,\qquad \sigma_s=\frac{R_0}{R_0^2+R_H^2},\quad \sigma_H=\frac{R_H}{R_0^2+R_H^2}. \tag{4}$$

*Proof.* For a vector in the plane, $\hat z\times(\hat z\times\mathbf J)=-\mathbf J$. Hence $\hat z\times\mathbf E=R_0\,\hat z\times\mathbf J-R_H\mathbf J$. Multiply (1) by $R_0$ and subtract $R_H$ times this relation. The terms in $\hat z\times\mathbf J$ cancel, leaving

$$R_0\mathbf E-R_H\,\hat z\times\mathbf E=(R_0^2+R_H^2)\mathbf J .\qquad\square$$

Two consequences will be used: $\sigma_H/\sigma_s=t$ and $1/\sigma_s=R_0(1+t^2)$.

**Lemma 2 (the potential problem).** With $\mathbf E=-\nabla\Phi$ and a current $I$ injected at $Q$,

$$\sigma_s\nabla^2\Phi=-I\,\delta(\mathbf r-Q), \tag{5}$$

and at an insulating edge $y=0$

$$\partial_y\Phi=t\,\partial_x\Phi . \tag{6}$$

*Proof.* Charge conservation is $\nabla\cdot\mathbf J=I\delta(\mathbf r-Q)$. Since $\hat z\times\mathbf E=(-E_y,E_x)$, its divergence is $\partial_yE_x-\partial_xE_y$, which vanishes for a gradient field. The Hall term thus drops out inside the sheet, and $\sigma_s\nabla\cdot\mathbf E=-\sigma_s\nabla^2\Phi$ gives (5). At the edge no current crosses: $0=J_y=\sigma_sE_y-\sigma_HE_x$. Dividing by $\sigma_s$ gives $E_y=tE_x$, which is (6). $\square$

The sign of the field has left the interior equation, because $\sigma_s$ is even in $B$. It enters through the boundary condition alone.

**Lemma 3 (uniqueness).** For a source and a drain of equal strength, there is at most one potential, up to a constant, that satisfies (5) and (6), tends to a constant at infinity and has a gradient of order $r^{-2}$ there. The same holds on the infinite sheet without (6).

*Proof.* Let $\Psi$ be the difference of two solutions, and $\mathbf J_\Psi$ its current from (4). The singular parts cancel, so $\nabla\cdot\mathbf J_\Psi=0$. With $\mathbf E=-\nabla\Psi$, and because $\mathbf E\cdot(\hat z\times\mathbf E)=0$,

$$\nabla\cdot(\Psi\mathbf J_\Psi)=\nabla\Psi\cdot\mathbf J_\Psi=-\sigma_s|\nabla\Psi|^2 .$$

Integrate over the part of the sheet within a large radius $R$. The edge contributes nothing, since no current crosses it. On the arc, $\Psi$ is bounded, the current is of order $R^{-2}$ and the length is of order $R$, so that contribution vanishes as $R\to\infty$. Thus $\int|\nabla\Psi|^2=0$, and $\Psi$ is constant. $\square$

## Proof of (i): the infinite sheet

In the plane $\nabla^2\ln|\mathbf r-Q|=2\pi\delta(\mathbf r-Q)$. Equation (5) is therefore solved by

$$\Phi=-\frac{I}{2\pi\sigma_s}\ln|\mathbf r-Q|=-\frac{IR_0(1+t^2)}{2\pi}\ln|\mathbf r-Q| . \tag{7}$$

Adding the drain, with $-I$, gives a potential that tends to a constant with a gradient of order $r^{-2}$, so Lemma 3 applies. Every four-point resistance is a sum of such logarithms times $R_0(1+t^2)$. This factor is even in $B$, which proves (i). $\square$

**Remark (where the Hall effect has gone).** The current itself does depend on the sign of $B$. Around the source, $E_r=I/(2\pi\sigma_sr)$, and (4) gives

$$J_r=\frac{I}{2\pi r},\qquad J_\theta=-\sigma_HE_r=-\frac{tI}{2\pi r}.$$

The current leaves in a spiral, with circulation $-tI$ around the source. The spiral is needed: for purely radial flow, (1) would give an azimuthal field $R_HJ_r$, and its integral around a closed ring would be $R_HI$, which is impossible for a static potential. The azimuthal current supplies the compensating field $R_0J_\theta=-R_HJ_r$. Voltage contacts sense the potential, which has no sense of rotation. The azimuthal current has a Hall field of its own, which points along the radius: by (1), $E_r=R_0J_r-R_HJ_\theta=R_0(1+t^2)J_r$. This is the origin of the factor $1+t^2$, a magnetoresistance.

## Proof of (ii): sources and images

For $t=0$, condition (6) is $\partial_y\Phi=0$, and an equal image at $Q'$ satisfies it. For $t\neq0$ that image fails, because two equal logarithms give $\partial_y\Phi=0$ at the edge but $\partial_x\Phi\neq0$. The partner of the logarithm under exchange of derivatives is the polar angle, so the trial potential contains both:

$$\Phi=-\frac{I}{2\pi}\Big[A\ln|\mathbf r-Q|+C\ln|\mathbf r-Q'|+D\,\theta'\Big],\qquad A=R_0(1+t^2), \tag{8}$$

where $\theta'$ is the polar angle of $\mathbf r-Q'$. In the sheet $y+y_Q>0$, so $\theta'$ lies between $0$ and $\pi$ and is single-valued; its branch point $Q'$ is outside the sheet. Both image terms are harmonic for $y>0$, and (5) holds because of the value of $A$.

It remains to satisfy (6). Put $u=x-x_Q$ and $\rho^2=u^2+y_Q^2$. The derivatives of the angle are

$$\partial_x\theta'=-\frac{y+y_Q}{|\mathbf r-Q'|^2},\qquad \partial_y\theta'=\frac{u}{|\mathbf r-Q'|^2}.$$

At $y=0$ both distances equal $\rho$, and therefore

$$\partial_y\Phi=-\frac{I}{2\pi\rho^2}\big[(C-A)y_Q+Du\big],\qquad
\partial_x\Phi=-\frac{I}{2\pi\rho^2}\big[(A+C)u-Dy_Q\big].$$

Condition (6) must hold for every $u$. Comparing the coefficients of $u$ and of $y_Q$ gives

$$D=t(A+C),\qquad C-A=-tD .$$

Inserting the first in the second, $C-A=-t^2(A+C)$, or $C(1+t^2)=A(1-t^2)$. With $A=R_0(1+t^2)$,

$$C=R_0(1-t^2),\qquad A+C=2R_0,\qquad D=2tR_0=2R_H . \tag{9}$$

Finally $\theta'=\pi/2-\arctan[(x-x_Q)/(y+y_Q)]$. The term $-(I/2\pi)\,2R_H\theta'$ becomes the constant $-IR_H/2$ plus $(IR_H/\pi)\arctan[(x-x_Q)/(y+y_Q)]$, which gives (2). For a source and drain together, the logarithms and angles subtract to a potential with the decay required by Lemma 3, so this is the solution. $\square$

**Remark (what the edge does).** Let the source approach the edge. Its current then spreads radially over a half circle, $J_r=I/(\pi r)$. The azimuthal Hall field $R_HJ_r$ now acts along an open arc from one side of the source to the other, and nothing forces its integral to vanish. The integral is $R_HI/(\pi r)\times\pi r=R_HI$: the edge to the right of the source is higher in potential than the edge to the left by $R_HI$. Equation (2) gives the same step, since the arctangent runs from $-\pi/2$ to $\pi/2$. The edge interrupts the closed ring on which the spiral had cancelled the Hall field.

**Corollary (exchange of pairs).** In (2) the logarithms are symmetric in $P$ and $Q$, since $|P-Q'|=|Q-P'|$, and the arctangent is antisymmetric. Hence $Z(P,Q)$ at field $B$ equals $Z(Q,P)$ at $-B$. Exchanging the current pair with the voltage pair is equivalent to reversing the field, for any positions of the contacts. Half the difference between the two wirings is the odd part, and no field reversal is needed.

## Proof of (iii) and (iv)

Write $g(x)=\arctan(x/2y_0)$, an odd function. On a line parallel to the edge, the odd part of $Z(P,Q)$ is $(R_H/\pi)\,g(x_P-x_Q)$. For the wiring $(1\to3;2,4)$ the resistance is

$$R_B=Z(2,1)-Z(4,1)-Z(2,3)+Z(4,3),$$

with odd part

$$\frac{R_H}{\pi}\big[g(s)-g(3s)-g(-s)+g(s)\big]=\frac{R_H}{\pi}\big[3g(s)-g(3s)\big],$$

which is (3). For the usual wiring, $R_A=Z(2,1)-Z(3,1)-Z(2,4)+Z(3,4)$, and the bracket is

$$g(s)-g(2s)-g(-2s)+g(-s)=0 .$$

On a perpendicular line all $x_P-x_Q$ vanish, and so does every arctangent in (2). $\square$

The even parts follow from the same sums. Let $d_k=\sqrt{k^2s^2+4y_0^2}$ be the distance from a contact to the image of another one $k$ spacings away. In $R_B$ the direct logarithms combine to $\ln 3s-\ln s=\ln3$ and the image ones to $\ln(d_3/d_1)$, so

$$R_B^{\rm even}=\frac{R_0}{2\pi}\left[(1+t^2)\ln3+\frac{1-t^2}{2}\ln\frac{9s^2+4y_0^2}{s^2+4y_0^2}\right]. \tag{10}$$

In $R_A$ they combine to $2\ln2$ and $2\ln(d_2/d_1)$:

$$R_A=\frac{R_0}{2\pi}\left[(1+t^2)\ln4+(1-t^2)\ln\frac{4s^2+4y_0^2}{s^2+4y_0^2}\right]. \tag{11}$$

**Remark (unequal gaps).** If the successive gaps are $a,b,c$, the usual wiring has the odd part $(R_H/\pi)[g(a)-g(a+b)+g(b+c)-g(c)]$. It vanishes for $a=c$, when the row is its own mirror image. Its zero is thus a property of symmetric placement.

## Limits

Put $w=s/2y_0$ and $F=(3\arctan w-\arctan3w)/\pi$, so that $R_B^{\rm odd}=FR_H$. Then

$$\pi\frac{dF}{dw}=\frac{3}{1+w^2}-\frac{3}{1+9w^2}=\frac{24w^2}{(1+w^2)(1+9w^2)}>0 , \tag{12}$$

and $F$ rises steadily as the row approaches the edge.

*Near the edge*, $\arctan w\simeq\pi/2-1/w$. The bracket is $\pi-3/w+1/(3w)=\pi-8/(3w)$, and

$$F\simeq1-\frac{16\,y_0}{3\pi s}.$$

In the limit the full $R_H$ appears. Drain 3 then lies on the edge between the voltage contacts 2 and 4 and produces the step $R_HI$ found above; source 1 has both on the same side and contributes nothing.

*Far from the edge*, $\arctan w\simeq w-w^3/3$. The linear terms cancel and the cubic ones give $-w^3+9w^3=8w^3$, so

$$F\simeq\frac1\pi\left(\frac{s}{y_0}\right)^3 .$$

The computed values of $F$ are 0.915, 0.352, 0.130 and 0.0024 at $y_0/s=0.05$, 0.5, 1 and 5. Beyond two spacings from the edge the response is below 3 % of $R_H$.

## Tests without images

The boundary problem was also solved numerically with no image sources: regular harmonic functions were added to the free source and drain potentials, and zero normal current was imposed at many edge points. For $R_0=1$, $R_H=0.6$ and $y_0/s=0.5$, this gives an odd part of 0.211450, as does (3).

The infinite sheet was approached through insulating discs, with the same $R_0$ and $R_H$ and the row displaced sideways from the centre by 0.4 of the radius. The odd part of $R_B$ is $-1.278\times10^{-4}$ for a radius of $20s$ and $-1.608\times10^{-5}$ for $40s$. The ratio of 7.95 is close to the factor 8 of an inverse cube. The sign is negative because the nearest rim lies on the other side of the row; turning the picture by 180° reverses the order of the contacts, which exchanges the pairs. In the larger disc the total resistance is 0.2381, against 0.2378 from (7).

## The aluminium film

The film is fcc aluminium with rough values: lattice constant 4.05 Å, four atoms per cubic cell, three free electrons per atom and resistivity 4 µΩ cm. The density is $12/(4.05\ \text{Å})^3=1.806\times10^{23}$ cm⁻³, and 20 nm of it give $n_s=3.61\times10^{17}$ cm⁻². Then

$$R_0=\frac{4\ \mu\Omega\,\text{cm}}{20\ \text{nm}}=2.00\ \Omega,\qquad R_H=-\frac{B}{n_se}=-1.728\ \text{m}\Omega ,$$

or $R_H=-1.92\times10^{-15}$ s/cm in Gaussian units. The ratio is $t=-8.6\times10^{-4}$, and $t^2\approx7\times10^{-7}$ can be dropped from (10) and (11).

For $y_0=s/2$ one has $w=1$, and

$$F=\frac{3\pi/4-\arctan3}{\pi}=\frac{2.3562-1.2490}{\pi}=0.3524 .$$

The difference between the wirings is $2FR_H=2\times0.3524\times(-1.728)=-1.218$ mΩ, the value in the opening paragraph. Their common part is $(2.00\ \Omega/2\pi)(\ln3+\tfrac12\ln5)=0.6058$ Ω. On an infinite sheet $R_B$ would be 0.3497 Ω, so the edge raises the even part by 73 %, far more than it adds as a Hall signal. The exchange of pairs is what separates the two. At 0.1 mA the difference is 0.12 µV. Thermal noise in a 1 Hz band, for an assumed total contact resistance of 10 Ω, is about 0.5 nV; amplifier noise comes on top.

**Remark (errors of position).** From (12), at $w=1$, $d\ln F/d\ln w=1.2/1.107=1.08$. An error of 0.1 µm in the edge distance, 2 % of $y_0$, therefore changes $F$ and the inferred $R_H$ by about 2 %. Fixed position errors do not let $R_0$ into the difference, by the corollary. Movement between the two measurements does: a drift of one contact by 1 nm along the row changes $R_B$ by up to 0.0955 mΩ, or 8 % of the Hall difference. In the usual wiring, a first gap 0.5 µm too long produces an odd part of $-0.008$ mΩ.

**Remark (the model and a real film).** The resistivity is set above that of bulk aluminium to allow for scattering at surfaces and grain boundaries. The free-electron mean free path is 9.9 nm, far below the contact radius of 100 nm and the spacing, so local transport is a fair assumption in the plane. It is half the thickness, so surface scattering raises the resistivity; it also alters $R_H$, lowering its size by about 2 % in the free-electron size-effect model of Fuchs and Sondheimer with fully diffuse surfaces, and by less for partly specular ones. The free-electron value of $R_H$ leaves out band structure; any relative correction to $R_H$ passes unchanged to the Hall difference. In a strong field, where electrons complete many orbits between collisions, band structure can change $R_H$ greatly; here $|t|=|q|B\tau/(mc)\ll1$, so the field is weak. For contacts that are equipotential discs, the relative correction scales as $(100\ \text{nm}/10\ \mu\text{m})^2=10^{-4}$; for the Hall difference in this geometry the prefactor is about 8, so the correction stays below 0.1 %. The current density at the contact rim is 0.8 MA/cm², high enough that electromigration argues against much larger currents. Joule heat in the film, estimated without the extra resistance due to the edge and assumed to leave entirely through a thick oxide beneath the contact, would warm it by roughly 0.026 K. Most of this heat arises outside the contact and is spread over a larger area, so the actual warming should be smaller. With a resistance coefficient of 0.4 % per kelvin, warming the whole film by that much in one wiring but not the other would shift $R_B$ by 0.06 mΩ, 5 % of the Hall difference; with like contacts the wirings are mirror images and heat equally. Heat from the contact interfaces is not included and may be larger.

The theorem fails where its geometry does: a second edge alters the potentials and must be included unless it is many spacings away (in the aluminium example a parallel edge $5s$ from the row, on its other side, raises the even part of $R_B$ by 11 % and lowers the Hall difference by 0.3 %; an edge at right angles to the row changes the even part but leaves (3) unchanged), and a non-uniform film invalidates (5). The numerical output lists the remaining values.

## Table of computed values

```
TEST MODEL: R0 = 1.0, RH = 0.6 (same arbitrary unit)
odd R_B at y0/s=0.5, solved numerically: 0.211450
odd R_B at y0/s=0.5, image formula: 0.211450
odd R_B in disc of radius 20 s: -1.278e-04
odd R_B in disc of radius 40 s: -1.608e-05
ratio of the two disc values: 7.95
total R_B, disc 40 s: 0.2381; infinite-sheet formula: 0.2378
current circulation / injected current: -0.6000
odd R_B / RH against y0/s (dimensionless):
  y0/s = 0.05: 0.91543
  y0/s = 0.10: 0.83269
  y0/s = 0.25: 0.60982
  y0/s = 0.50: 0.35242
  y0/s = 1.00: 0.12992
  y0/s = 2.00: 0.02910
  y0/s = 5.00: 0.00240
EXAMPLE: fcc-Al film, rough material values
lattice constant: 4.05 angstrom
resistivity: 4.0 uOhm cm
thickness: 20 nm; field: 1.0 T
spacing: 10 um; edge distance: 5 um
current: 0.10 mA; temperature: 300 K
electron density: 1.806e+23 cm^-3
sheet density: 3.613e+17 cm^-2
mobility: 8.64 cm2/Vs
R0: 2.0000 Ohm
RH: -1.7276 mOhm = -1.922e-15 s/cm (Gaussian)
t = RH/R0: -8.638e-04; t squared: 7.46e-07
R_A (current 1-4, voltage 2-3): 0.732936 Ohm
R_B (current 1-3, voltage 2-4): 0.605240 Ohm
R_B' (current 2-4, voltage 1-3): 0.606458 Ohm
R_B on infinite sheet: 0.349699 Ohm
geometric factor odd R_B/RH: 0.35242
R_B - R_B': -1.2177 mOhm
difference voltage: -0.1218 uV
density recovered from R_B - R_B': 1.806e+23 cm^-3
NEGLECTED EFFECTS
edge position error 0.1 um changes factor by: 2.14 %
one probe drifting 1 nm along line: up to 0.0955 mOhm
same drift / Hall difference: 7.84 %
odd R_A if first gap is 0.5 um too long: -0.00802 mOhm
contact radius: 100 nm; (radius/spacing)^2: 1.0e-04
mean free path: 9.9 nm
current density at contact rim: 0.80 MA/cm2
oxide conductivity (rough): 1.4 W/(m K)
film heating at contact, rough upper size: 0.026 K
resistance coefficient (rough): 0.004 per K
R_B change if whole film warmed so: 0.0634 mOhm
assumed total contact resistance: 10 Ohm
thermal noise in 1 Hz: 0.463 nV
```
